# One-loop vacuum polarization at large spacelike momentum, with mass corrections

## What goes wrong without the result

A code for one-photon exchange that keeps the coupling fixed at $\alpha$ omits the electron loop in the photon line. At a momentum transfer $Q=5$ MeV this loop alone raises the amplitude by 0.23% of the fixed-coupling value. The logarithmic formula $\alpha/[1-(\alpha/3\pi)(\ln(Q^2/m^2)-5/3)]$ repairs most of this, but it is an asymptotic form for $Q\gg m$. It misses 2% of the loop correction at 5 MeV and 23% at 2 MeV, and below 1.18 MeV it gives the correction the wrong sign. An implementation therefore needs the full one-loop function, its expansion in $m^2/Q^2$, a bound on the truncation error, and the size of what the one-loop model leaves out.

## Conventions and result

Units are $\hbar=c=1$, the metric is $(+,-,-,-)$, and $e^2=4\pi\alpha$. One Dirac fermion of mass $m$ and unit charge runs in the loop. The photon momentum is spacelike, $q^2=-Q^2<0$, and

$$z=\frac{m^2}{Q^2},\qquad L=\ln\frac{Q^2}{m^2},\qquad w=x(1-x),\qquad \beta=\sqrt{1+4z}.$$

With the one-loop kernel summed geometrically,

$$\alpha_{\rm eff}=\frac{\alpha}{1-\frac{\alpha}{3\pi}F},\qquad F=6\int_0^1 dx\,w\ln\Big(1+\frac{w}{z}\Big)=L-\frac53+6z-z^2(6L+3)+\dots$$

The leading mass correction is $+6m^2/Q^2$, with no logarithm.

## The loop

The vertex is $-ie_0\gamma^\mu$ with the bare charge $e_0$, the fermion propagator is $i(\gamma\cdot k+m)/(k^2-m^2+i0)$, and a closed fermion loop carries $-1$. With $p=k+q$ the constant factors are $(-1)(-ie_0)^2\,i^2=-e_0^2$, so

$$i\Pi^{\mu\nu}=-e_0^2\int\frac{d^dk}{(2\pi)^d}\,\frac{{\rm tr}[\gamma^\mu(\gamma\cdot k+m)\gamma^\nu(\gamma\cdot p+m)]}{(k^2-m^2)(p^2-m^2)}.$$

The integrand falls as $k^{-2}$, so the integral converges for $d<2$. The algebra is done there, where shifts of $k$ are legitimate, and the result is continued in $d$, with ${\rm tr}\,1=4$ kept as a convention. A convergent four-dimensional form of the final quantity is given in the last section.

Traces of an odd number of $\gamma$ matrices vanish. Moving $\gamma^\mu$ through the others with $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$ and using cyclicity gives ${\rm tr}\,\gamma^\mu\gamma^\nu=4g^{\mu\nu}$ and ${\rm tr}\,\gamma^\mu\gamma^\alpha\gamma^\nu\gamma^\beta=4(g^{\mu\alpha}g^{\nu\beta}-g^{\mu\nu}g^{\alpha\beta}+g^{\mu\beta}g^{\alpha\nu})$. The trace is therefore

$$4\,[\,k^\mu p^\nu+k^\nu p^\mu-g^{\mu\nu}(k\cdot p-m^2)\,].$$

The denominators are joined with $1/(ab)=\int_0^1dx\,[(1-x)a+xb]^{-2}$, which follows by integrating the right side directly. For $a=k^2-m^2$ and $b=p^2-m^2$,

$$(1-x)a+xb=k^2+2x\,k\cdot q+xq^2-m^2=l^2-\Delta,\qquad l=k+xq,\qquad \Delta=m^2-wq^2=m^2+wQ^2.$$

Now $k=l-xq$ and $p=l+(1-x)q$. Terms odd in $l$ integrate to zero, which leaves $k^\mu p^\nu+k^\nu p^\mu\to2l^\mu l^\nu-2wq^\mu q^\nu$ and $k\cdot p\to l^2-wq^2$. The denominator depends on $l^2$ alone, so the integral of $l^\mu l^\nu$ is proportional to $g^{\mu\nu}$, and contraction with $g^\mu{}_\mu=d$ fixes $l^\mu l^\nu\to g^{\mu\nu}l^2/d$. The bracket becomes

$$g^{\mu\nu}\Big[\Big(\frac2d-1\Big)l^2+wq^2+m^2\Big]-2w\,q^\mu q^\nu.$$

For spacelike $q$, $\Delta>0$, and the poles in $l^0$ lie at $\pm(\sqrt{\mathbf l^2+\Delta}-i0)$, in the fourth and second quadrants. The contour can be turned counterclockwise onto the imaginary axis, $l^0=il_4$, which gives $d^dl=i\,d^dl_E$, $l^2=-l_E^2$ and $(l^2-\Delta)^2=(l_E^2+\Delta)^2$. The two Euclidean integrals follow from $A^{-2}=\int_0^\infty dt\,t\,e^{-tA}$ and the Gaussian $\int d^dl_E\,(2\pi)^{-d}e^{-tl_E^2}=(4\pi t)^{-d/2}$, whose derivative $-\partial_t$ supplies a factor $l_E^2\to d/2t$:

$$I_0=\int\frac{d^dl_E}{(2\pi)^d}\frac{1}{(l_E^2+\Delta)^2}=\frac{\Gamma(2-\frac d2)}{(4\pi)^{d/2}}\Delta^{d/2-2},\qquad I_1=\int\frac{d^dl_E}{(2\pi)^d}\frac{l_E^2}{(l_E^2+\Delta)^2}=\frac d2\,\frac{\Gamma(1-\frac d2)}{(4\pi)^{d/2}}\Delta^{d/2-1}.$$

The factor $i$ cancels between the two sides, and

$$\Pi^{\mu\nu}=-4e_0^2\int_0^1dx\,\Big\{g^{\mu\nu}\Big[\Big(1-\frac2d\Big)I_1+(wq^2+m^2)I_0\Big]-2wq^\mu q^\nu I_0\Big\}.$$

Since $(1-\frac2d)\frac d2\,\Gamma(1-\frac d2)=-(1-\frac d2)\Gamma(1-\frac d2)=-\Gamma(2-\frac d2)$, the first term is $-\Delta I_0$. The square bracket is then $(-m^2+wq^2+wq^2+m^2)I_0=2wq^2I_0$, and the tensor is transverse:

$$\Pi^{\mu\nu}=(q^2g^{\mu\nu}-q^\mu q^\nu)\,\Pi,\qquad \Pi=-\frac{8e_0^2\,\Gamma(2-\frac d2)}{(4\pi)^{d/2}}\int_0^1dx\,w\,\Delta^{d/2-2}.$$

## Geometric sum and charge renormalization

The free photon propagator in Feynman gauge is $-ig_{\mu\nu}/q^2$. Each insertion of the loop followed by one more propagator multiplies the chain by $i\Pi^\mu{}_\nu(-i)/q^2=\Pi P^\mu{}_\nu$, where $P^\mu{}_\nu=\delta^\mu_\nu-q^\mu q_\nu/q^2$. Because $P^2=P$, for $|\Pi|<1$ and by continuation in $e_0^2$ otherwise,

$$\sum_{n\ge0}(\Pi P)^n=1+P\sum_{n\ge1}\Pi^n=\frac{P}{1-\Pi}+(1-P).$$

The terms in $q^\mu q_\nu$ vanish against a conserved current. For on-shell spinors of equal mass $M$, $\bar u(p')\,\gamma\cdot(p'-p)\,u(p)=(M-M)\bar uu=0$ by the Dirac equation. The exchange amplitude is thus the tree amplitude with $e_0^2$ replaced by $e_{\rm eff}^2=e_0^2/(1-\Pi)$. This defines the effective coupling. Vertex and box corrections to a given process are separate and are not part of it.

Write $\Pi=e_0^2\,\pi(Q^2)$, where the one-loop $\pi$ does not contain the charge. Then $1/e_{\rm eff}^2(Q^2)=1/e_0^2-\pi(Q^2)$. The charge $e$ is defined as the value at $Q=0$, so that $1/e^2=1/e_0^2-\pi(0)$. Its identification with the charge measured at long distance rests on the Ward identity, which cancels the vertex and fermion self-energy contributions at $q=0$ and is assumed here. Subtracting the two relations removes $e_0$:

$$\frac1{e_{\rm eff}^2}=\frac1{e^2}-[\pi(Q^2)-\pi(0)].$$

For $d=4-\epsilon$, $\Gamma(\epsilon/2)=2/\epsilon+O(1)$ and $\Delta^{-\epsilon/2}-(m^2)^{-\epsilon/2}=-\frac\epsilon2\ln(\Delta/m^2)+O(\epsilon^2)$. The product is finite, so the mass scale that carries the dimension of $e_0$, raised to a power of order $\epsilon$, tends to one. With $\Delta/m^2=1+w/z$,

$$\pi(Q^2)-\pi(0)=\frac{8}{16\pi^2}\int_0^1dx\,w\ln\Big(1+\frac wz\Big)=\frac{F}{12\pi^2}.$$

Multiplying the subtracted relation by $4\pi$ gives the form to implement,

$$\frac1{\alpha_{\rm eff}}=\frac1\alpha-\frac{F}{3\pi},$$

which is the stated fraction inverted. The integrand of $F$ is positive and grows with $Q^2$, so in this model $\alpha_{\rm eff}>\alpha$ and rises with $Q$ up to the zero of the denominator: a harder photon probes inside the polarization cloud that screens the charge.

## The logarithm and the constant

For $0<x<1$ the identity $1+w/z=(1/z)\,w\,(1+z/w)$ splits the logarithm without approximation,

$$F=6L\int_0^1 w\,dx+6\int_0^1 w\ln w\,dx+R,\qquad R=6\int_0^1dx\,w\ln\Big(1+\frac zw\Big).$$

The first integral is $\frac12-\frac13=\frac16$. In the second, $\ln w=\ln x+\ln(1-x)$, and the symmetry $x\to1-x$ makes the two parts equal. With $\int_0^1x^n\ln x\,dx=-1/(n+1)^2$,

$$\int_0^1w\ln w\,dx=2\Big(-\frac14+\frac19\Big)=-\frac5{18}.$$

Hence $F=L-\frac53+R$, and all dependence on the mass outside the logarithm is in $R>0$. The massless formula always underestimates $F$.

## The mass correction and its error bound

Expanding $\ln(1+u)=u-u^2/2+\dots$ with $u=z/w$ under the integral gives $6z$ at first order, because $wu=z$. At second order it gives $-3z^2\int dx/w$, which diverges at both endpoints, where $u$ is not small. The first-order term therefore needs a proof that does not use this series.

From $\ln(1+u)=\int_0^u dt/(1+t)$, whose integrand lies between $1/(1+u)$ and $1$, one has $u/(1+u)\le\ln(1+u)\le u$, and so $0\le u-\ln(1+u)\le u^2/(1+u)$. Multiplying by $6w$ and using $wu^2/(1+u)=z^2/(w+z)$,

$$0\le 6z-R\le 6z^2\int_0^1\frac{dx}{w+z}.$$

With $t=x-\frac12$, $w+z=\beta^2/4-t^2$, and partial fractions give $\int_{-1/2}^{1/2}dt/(\beta^2/4-t^2)=(2/\beta)\Lambda$, where

$$\Lambda=\ln\frac{\beta+1}{\beta-1}=\ln\frac{(\beta+1)^2}{4z}=L+2\ln\frac{1+\beta}2.$$

The second form uses $\beta^2-1=4z$. Since $(1+2z)^2\ge1+4z$, $\beta\le1+2z$, and so $\ln\frac{1+\beta}2\le\ln(1+z)\le z$. For every $z>0$,

$$0\le 6z-\Big(F-L+\frac53\Big)\le\frac{12z^2(L+2z)}{\beta}.$$

The right side divided by $z$ vanishes as $z\to0$, which proves $R=6z+O(z^2L)$. The two truncations bracket the function: $L-\frac53<F\le L-\frac53+6z$.

For the coupling, $1/\alpha_{\rm eff}$ shifts by $-R/3\pi\approx-2z/\pi$. If $\alpha_0$ denotes the massless formula, then $\alpha_{\rm eff}=\alpha_0/(1-\alpha_0R/3\pi)$, and to first order in $z$

$$\alpha_{\rm eff}-\alpha_0\approx\frac{2\alpha_0^2}{\pi}\,\frac{m^2}{Q^2}.$$

## Closed form and series

Put $x=(1+v)/2$, so that $w=(1-v^2)/4$ and $dx=dv/2$. The integrand is even in $v$, and

$$F=\int_0^1dv\,\frac32(1-v^2)\ln\Big(1+\frac{1-v^2}{4z}\Big).$$

Integrate by parts with the antiderivative $(3v-v^3)/2$. The boundary term vanishes at $v=0$ through the polynomial and at $v=1$ through the logarithm. The argument of the logarithm is $(\beta^2-v^2)/4z$, whose logarithmic derivative is $-2v/(\beta^2-v^2)$, so

$$F=\int_0^1dv\,\frac{v^2(3-v^2)}{\beta^2-v^2}.$$

Polynomial division gives $v^4-3v^2=(v^2-\beta^2)(v^2+\beta^2-3)+\beta^2(\beta^2-3)$, so the integrand is $v^2+\beta^2-3+\beta^2(3-\beta^2)/(\beta^2-v^2)$. With $\int_0^1dv/(\beta^2-v^2)=\Lambda/2\beta$, $\beta^2-\frac83=4z-\frac53$ and $(3-\beta^2)/2=1-2z$,

$$F=-\frac53+4z+(1-2z)\,\beta\,\Lambda.$$

The binomial series is $\beta=1+2z-2z^2+4z^3+\dots$. It gives two expansions. First, $(1-2z)\beta=1+(2-2)z+(-2-4)z^2+(4+4)z^3=1-6z^2+8z^3+\dots$. Second, $(1+\beta)/2=1+y$ with $y=z-z^2+2z^3$, $y^2=z^2-2z^3$, $y^3=z^3$ to this order, so that $\ln(1+y)=y-y^2/2+y^3/3=z-\frac32z^2+\frac{10}3z^3$ and $\Lambda=L+2z-3z^2+\frac{20}3z^3+\dots$. In the product the terms are $L$, then $2z$, then $(-3-6L)z^2$, then $(\frac{20}3-12+8L)z^3$. Adding $-\frac53+4z$,

$$F=L-\frac53+6z-z^2(6L+3)+z^3\Big(8L-\frac{16}3\Big)+\dots$$

The coefficient 6 is $4+2$, and the absence of $zL$ is the cancellation $(2-2)z$. The function $\beta$ is analytic with positive real part for $|z|<\frac14$, and so is $\ln\frac{1+\beta}{2}$ analytic there; the series converges for $Q>2m$. At small $z$ the bound of the last section, about $12z^2L$, overstates the actual remainder $6z^2L+3z^2$ by a factor that approaches two.

For $Q<2m$ the original logarithm can be expanded, since $w\le\frac14<z$. With the beta integral $\int_0^1w^k dx=(k!)^2/(2k+1)!$,

$$F=6\sum_{n\ge1}\frac{(-1)^{n+1}}{n\,z^n}\,\frac{[(n+1)!]^2}{(2n+3)!}=\frac1{5z}-\frac{3}{140z^2}+\dots$$

A fermion much heavier than $Q$ contributes $Q^2/5m^2$.

Two points matter in floating-point arithmetic. At small $z$ the difference $\beta-1$ loses digits; the identity $(\beta-1)/2=2z/(1+\beta)$ turns $\Lambda$ into $L+2\ln[1+2z/(1+\beta)]$, which has no subtraction for $z<1$; for $z>1$ the term $L$ is negative, the two terms cancel, and this form should not be used at large $z$. At large $z$ the closed form cancels terms of size $4z$ to leave $1/5z$, so even if $\Lambda$ is accurate to machine precision $\varepsilon$, the relative error is of order $20z^2\varepsilon$. Computing $\Lambda$ as the logarithm of a number near one is worse: its absolute error of order $\varepsilon$ is multiplied by $2z\beta\approx4z^{3/2}$, which gives a relative error in $F$ of order $20z^{5/2}\varepsilon$. The power series in $1/z$ should take over.

## Why the first correction has no logarithm

Substitute $s=4m^2/(1-v^2)$ in the $v$ integral. Then $ds/s=2v\,dv/(1-v^2)$, $Q^2/(s+Q^2)=(1-v^2)/(\beta^2-v^2)$ and $1+2m^2/s=(3-v^2)/2$, so

$$F=\int_{4m^2}^\infty ds\,\rho(s)\,\frac{Q^2}{s(s+Q^2)},\qquad \rho=\Big(1+\frac{2m^2}s\Big)\sqrt{1-\frac{4m^2}s}.$$

For timelike $q^2>4m^2$ the denominator vanishes inside the range, and the formulas above do not apply as written.

Consider a general density $\rho=1+c\,m^2/s+r(s)$ with $r=c_2m^4/s^2+O(m^6/s^3)$, and set $s_0=4m^2$. The term 1 gives $\ln(1+Q^2/s_0)=L-\ln4+\ln(1+4z)$, with no $zL$. For the second term,

$$\frac{Q^2}{s^2(s+Q^2)}=\frac1{s^2}-\frac1{Q^2s}+\frac1{Q^2(s+Q^2)},$$

which integrates to $1/s_0-Q^{-2}\ln(1+Q^2/s_0)$; the contribution is $c/4-c\,zL+O(z)$. For the remainder use $Q^2/[s(s+Q^2)]=1/s-1/Q^2+s/[Q^2(s+Q^2)]$. The first piece gives a constant. The second gives a pure multiple of $z$, because $\int r\,ds$ converges. The third gives $c_2m^4\int ds/[Q^2s(s+Q^2)]=c_2z^2\ln(1+Q^2/s_0)$ plus terms of order $z^2$. The coefficient of $zL$ is therefore $-c$, and for $c=0$ that of $z^2L$ is $c_2$.

With $\tau=m^2/s$, the fermion density is $(1+2\tau)(1-2\tau-2\tau^2-\dots)=1-6\tau^2+\dots$, so $c=0$ and $c_2=-6$, in agreement with the series. The absence of the logarithm belongs to this density: the contrast case $v^3=(1-4\tau)^{3/2}=1-6\tau+\dots$ has $c=-6$ and must give $+6zL$. Quadrature of the spectral integral at small $z$ yields a $zL$ coefficient of 0.0000 for the fermion density and 6.0000 for $v^3$.

## Worked example: the electron loop

The inputs are $1/\alpha=137.035999$, $\alpha/3\pi=7.742732\times10^{-4}$ and $m_e=0.510999$ MeV. Six decimals are kept so that an implementation of the one-loop function can be compared; the next section shows that the model itself supports fewer. The last digit of a sum can differ by one through rounding.

At $Q=5$ MeV, $z=(0.510999/5)^2=0.0104448$, $L=4.561651$, $\beta=1.020676$ and $\Lambda=4.582221$. The closed form gives

$$F=-1.666667+0.041779+(1-0.0208896)(1.020676)(4.582221)=2.954375.$$

The series builds the same number term by term. The massless part is $4.561651-1.666667=2.894985$. Adding $6z=0.062669$ gives $2.957653$, subtracting $z^2(6L+3)=0.003313$ gives $2.954340$, and the cubic term $0.000036$ accounts for the rest. Relative to the full $F$, the massless form is low by $0.059390/2.954375=2.0\%$ and the form with $6z$ is high by $0.003278/2.954375=0.11\%$. The actual remainder $0.003278$ lies below the bound $0.005878$.

The coupling follows from $(\alpha/3\pi)F=7.742732\times10^{-4}\times2.954375=2.287493\times10^{-3}$, so that $\alpha_{\rm eff}/\alpha=1.0022927$ and $1/\alpha_{\rm eff}=137.035999\,(1-0.002287493)=136.722530$. The mass terms raise $\alpha_{\rm eff}$ from $7.31374639\times10^{-3}$ to $7.31408348\times10^{-3}$, a shift of $3.371\times10^{-7}$. The leading estimate $2\alpha_0^2z/\pi$ is $3.557\times10^{-7}$. The ratio of the two is 0.948, which matches $R/6z=1-0.003278/0.062669=0.948$: the departure from 1 comes almost entirely from the $z^2$ term of $R$.

| $Q$ (MeV) | $L-\frac53$ | with $6z$ | with $z^2$ | full $F$ | $1/\alpha_{\rm eff}$ |
|---|---|---|---|---|---|
| 2 | 1.062403 | 1.454083 | 1.371519 | 1.375599 | 136.890044 |
| 5 | 2.894985 | 2.957653 | 2.954340 | 2.954375 | 136.722530 |
| 10 | 4.281279 | 4.296946 | 4.296682 | 4.296683 | 136.580107 |
| 50 | 7.500155 | 7.500782 | 7.500781 | 7.500781 | 136.240142 |

At 2 MeV the errors relative to the full $F$ are 23%, 5.7% and 0.3% for the three truncations, and the closed form is the better choice.

## Where the result fails

At low momentum the massless form vanishes at $L=\frac53$, that is $Q=e^{5/6}m=2.3010\,m$, or 1.1758 MeV for the electron, where the full function is $F=0.711$. Below this point it is negative while $F$ is positive.

Other charged particles add their kernels to $\pi$, so for unit-charge fermions $1/\alpha_{\rm eff}=1/\alpha-\sum_fF_f/3\pi$. The muon, with $m_\mu=105.6584$ MeV, contributes $Q^2/5m_\mu^2$ for $Q\ll m_\mu$. Equating this with $6m_e^2/Q^2$ gives $Q^4=30\,m_e^2m_\mu^2$, or $Q=17.197$ MeV; the root found with the full functions is 17.180 MeV. At 50 MeV the muon shifts $1/\alpha_{\rm eff}$ by $4.6\times10^{-3}$ and the electron mass term by $6.6\times10^{-5}$, so keeping the second without the first has no meaning. Heavier charged particles are not computed here, but hadrons are not negligible beside the muon: a rough narrow-resonance estimate from the $\rho$, $\omega$ and $\phi$ puts their term at about half the muon's at low $Q$, which would move the crossover down to roughly 15–16 MeV.

The two-loop kernel carries one more factor of $\alpha$. Its size in $1/\alpha_{\rm eff}$ is estimated here as $\alpha L/\pi^2$ times a pure number; neither that number nor the single power of $L$ is derived, and the figure serves as a scale and not as a value. This scale is $2.0\times10^{-3}$, $3.4\times10^{-3}$ and $4.4\times10^{-3}$ at 2, 5 and 10 MeV, against a mass term $2z/\pi$ of $4.2\times10^{-2}$, $6.6\times10^{-3}$ and $1.7\times10^{-3}$. The scale overstates the term. The known two-loop (Källén–Sabry) result, quoted here and not derived, tends to $(\alpha/\pi^2)\,[L/4+\zeta(3)-5/24]$ at large $Q$ and lowers $1/\alpha_{\rm eff}$ by $0.9\times10^{-3}$, $1.5\times10^{-3}$ and $1.8\times10^{-3}$ at 2, 5 and 10 MeV. The mass term dominates at 2 MeV, is about four times the two-loop term at 5 MeV, and the two become equal near 10 MeV. As a physical quantity the 5 MeV result should be read as $1/\alpha_{\rm eff}\approx136.72$.

The denominator vanishes at $L=3\pi/\alpha+\frac53=1293.2$, or $\log_{10}(Q/m)=280.8$. As this Landau pole is approached the one-loop electron value of $1/\alpha_{\rm eff}$ tends to zero and falls below the omitted terms (the muon loop alone gives $F_\mu/3\pi\approx136$ there), so the formula makes no prediction there.

## A reference integral free of Feynman parameters

An implementation can be validated against the loop itself. Contracting the trace with $g_{\mu\nu}$ gives $4[(2-d)k\cdot p+dm^2]$, and $\Pi^\mu{}_\mu=(d-1)q^2\Pi=-(d-1)Q^2\Pi$. Take $q^0=0$ and rotate $k^0$ as before, so that $k\cdot p\to-k_E\cdot p_E$. Route the Euclidean momenta as $l\mp Q/2$, with $Q$ now also a vector, and let $A=l^2+m^2$. Then $k_E\cdot p_E=l^2-Q^2/4$, the product of denominators is $D=(A+Q^2/4)^2-(l\cdot Q)^2$, and for $d<2$

$$\Pi=\frac{4e_0^2}{(d-1)Q^2}\int\frac{d^dl}{(2\pi)^d}\,\frac{(d-2)(l^2-Q^2/4)+dm^2}{D}.$$

Two-dimensional quadrature of this integral at $d=5/3$, $Q/m=3$ gives $\Pi/e_0^2=-0.047608189$ in units $m=1$, equal to the Gamma-function formula.

Removing the $Q^0$ and $Q^2$ Taylor terms from the integrand removes them from $(d-1)Q^2\Pi(Q^2)$, which leaves $(d-1)Q^2[\Pi(Q^2)-\Pi(0)]$. At $d=4$ the numerator is $N_0+N_2$ with $N_0=2l^2+4m^2$ and $N_2=-Q^2/2$. Write $D=A^2+\delta$, $\delta=AQ^2/2-(l\cdot Q)^2+Q^4/16$, and use the identities $1/D=A^{-2}-\delta/(A^2D)=A^{-2}-\delta/A^4+\delta^2/(A^4D)$. For $N_0$ the second identity applies, and the subtraction removes $A^{-2}$ and the part of $\delta/A^4$ quadratic in $Q$. For $N_2$ the first applies, and the subtraction removes $A^{-2}$. Dividing the prefactor $4e^2/3Q^2$ by $\alpha/3\pi$ gives $16\pi^2/Q^2$, so

$$F=\frac{16\pi^2}{Q^2}\int\frac{d^4l}{(2\pi)^4}\Big[\frac{2l^2+4m^2}{A^4}\Big(\frac{\delta^2}D-\frac{Q^4}{16}\Big)+\frac{Q^2}{2}\,\frac{\delta}{A^2D}\Big].$$

The integrand falls as $l^{-6}$, so the integral converges in four dimensions with no regulator. At $Q/m=30$ it gives $F=5.142340739$, the same as the closed form, and $(F-L+\frac53)/z=5.95138$. This differs from 6 by the next term $z(6L+3)$, as the numerical check below asserts to within $10^{-4}$. The program also tests the trace, transversality at $d=3/2$ and $5/3$, the series coefficients through $z^3$ and the error bound.

## Values computed for the example and the checks

```
d=5/3, Q/m=3: Pi/e^2 direct -0.047608189, formula -0.047608189 (m=1)
d=4, Q/m=30: F direct 5.142340739, closed 5.142340739
d=4, Q/m=30: (F-L+5/3)/z direct 5.95138
int w ln w = -0.277777778; spectral constant = -1.666666667
zL coefficient: fermion density 0.0000, density v^3 6.0000
1/alpha = 137.035999; alpha/3pi = 7.742732e-04
m_e = 0.510999 MeV; m_mu = 105.6584 MeV
--- Q = 5 MeV: z = 1.044480e-02, L = 4.561651
F: L-5/3 = 2.894985, +6z = 2.957653, +z^2 term = 2.954340, exact = 2.954375
1/alpha_eff: massless 136.728832, +6z 136.722182, exact 136.722530
2z/pi = 6.649e-03; alpha L/pi^2 = 3.373e-03; F_mu/3pi = 4.751e-05
beta = 1.020676; ln((beta+1)/(beta-1)) = 4.582221
6z = 0.062669; z^2(6L+3) = 0.003313; z^3(8L-16/3) = 0.000036
6z - R = 0.003278; bound = 0.005878
(alpha/3pi) F = 2.287493e-03; alpha_eff/alpha = 1.0022927
alpha_eff: massless 7.31374639e-03, exact 7.31408348e-03
mass shift of alpha_eff: exact 3.3709e-07, 2 alpha_eff^2 z/pi 3.5568e-07
--- Q = 2 MeV: z = 6.527998e-02, L = 2.729070
F: L-5/3 = 1.062403, +6z = 1.454083, +z^2 term = 1.371519, exact = 1.375599
1/alpha_eff: massless 136.923275, +6z 136.881716, exact 136.890044
2z/pi = 4.156e-02; alpha L/pi^2 = 2.018e-03; F_mu/3pi = 7.603e-06
--- Q = 10 MeV: z = 2.611199e-03, L = 5.947946
F: L-5/3 = 4.281279, +6z = 4.296946, +z^2 term = 4.296682, exact = 4.296683
1/alpha_eff: massless 136.581741, +6z 136.580079, exact 136.580107
2z/pi = 1.662e-03; alpha L/pi^2 = 4.398e-03; F_mu/3pi = 1.899e-04
--- Q = 50 MeV: z = 1.044480e-04, L = 9.166821
F: L-5/3 = 7.500155, +6z = 7.500782, +z^2 term = 7.500781, exact = 7.500781
1/alpha_eff: massless 136.240208, +6z 136.240142, exact 136.240142
2z/pi = 6.649e-05; alpha L/pi^2 = 6.778e-03; F_mu/3pi = 4.642e-03
muon loop = electron mass term at Q = 17.180 MeV; estimate 17.197 MeV
massless form vanishes at Q/m = 2.3010 (1.1758 MeV); exact F there 0.71117
formal pole: L = 1293.20, log10(Q/m) = 280.81
```
